Energy of a slanted graphene edge from zigzag and armchair segments

**Result**

Let gZ and gA be the energies per length of long straight zigzag and armchair edges of graphene. Let a slanted edge make an angle x with the nearest zigzag direction, where 0 ≤ x ≤ 30°. If the edge consists of zigzag and armchair segments that do not influence each other, its energy per length is

g(x) = 2 gA sin x + 2 gZ sin(30° − x).   (1)

The length in g(x) is measured along the mean line of the edge, not along its segments. Edge energy means the energy of the sheet with its edge, minus that of the same number of atoms in an endless sheet. For a sheet on a metal, the reference is the endless supported sheet.

Equation (1) is the energy of an edge built in a specified way. It is also the lowest energy that zigzag and armchair facets can reach if

√3/2 ≤ gA/gZ ≤ 2/√3,   (2)

that is, for gA/gZ between 0.866 and 1.155. Outside this window every slanted edge whose energy is given by (1) has a cheaper faceting.

**First derivation: counting atoms**

Let a₁ and a₂ be lattice vectors of length a, 60° apart. With the first axis along a₁,

a₁ = a (1, 0),   a₂ = a (1/2, √3/2).

Both are zigzag directions. Their sum has length √3 a and points at 30°, which is an armchair direction. An edge that repeats after the vector T = n a₁ + m a₂, with integers n ≥ m ≥ 0, is called the (n,m) edge. Regrouping gives

T = (n − m) a₁ + m (a₁ + a₂).   (3)

The period thus contains n − m zigzag units of length a and m armchair units of length √3 a.

These units correspond to distinct groups of atoms. Draw the cut as a path from hexagon centre to neighbouring hexagon centre. Each step crosses the one bond shared by the two hexagons, and leaves one atom of that bond on each side. A zigzag unit is a step a₁; an armchair unit is a step a₁ followed by a step a₂. The period therefore has n + m steps and n + m cut bonds.

Now follow the atoms to the left of the path. Two successive steps meet at a hexagon centre, and the atoms to their left both belong to that hexagon.

- If the path runs straight on, three atoms of the hexagon lie on the left. The middle one keeps all its bonds and separates the two edge atoms.
- If the path turns left by 60°, from a₁ to a₂, only two atoms lie on the left. They are bonded to each other and form the pair typical of an armchair edge.
- If the path turns right, from a₂ back to a₁, four atoms lie on the left, and two intact atoms separate the edge atoms.

Every a₂ has an a₁ before and after it, so there are m left turns per period. The n + m edge atoms comprise m bonded pairs and n − m single atoms. On the right side the right turns play the same part, with the same count. The order of the units does not matter.

Independence now enters: each unit is given the energy that it would have in a long straight edge. With L the length of T,

g L = (n − m) a gZ + m √3 a gA.   (4)

It remains to replace the integers by the angle. The components of T are

L cos x = a (n + m/2),   L sin x = a √3 m/2.   (5)

The second relation gives directly

√3 m a/L = 2 sin x.   (6)

For the zigzag part, expand the sine and insert (5):

sin(30° − x) = (1/2) cos x − (√3/2) sin x
= (a/L) [(n + m/2)/2 − 3m/4]
= (n − m) a/(2L).

Hence

(n − m) a/L = 2 sin(30° − x).   (7)

Dividing (4) by L and inserting (6) and (7) gives (1). Lattice directions (n,m) come arbitrarily close to any angle, so (1) extends continuously to the whole interval.

The factors 2 are 1/sin 30°, from resolving a vector along two axes 30° apart. The weights in (1) are the segment lengths per length of mean line. Their sum is

2 sin x + 2 sin(30° − x) = 4 sin 15° cos(x − 15°) = cos(x − 15°)/cos 15°,

where the last step uses 4 sin 15° cos 15° = 2 sin 30° = 1. The segments are together longer than the mean line, by at most 3.5 %, at x = 15°.

**Second derivation: additivity alone**

The same law follows without atoms. Let E(T) be the energy of an edge whose ends are joined by the vector T, pointing anywhere between a zigzag direction and the neighbouring armchair direction. Suppose that joining two such edges end to end costs nothing, and that the energy depends only on the end-to-end vector. Then

E(T₁ + T₂) = E(T₁) + E(T₂),   E(cT) = c E(T) for c > 0.

Within this sector E is therefore linear in T, and there is a fixed vector p with

E(T) = p · T.   (8)

The two straight edges determine p. Unit vectors along them are (1, 0) and (√3/2, 1/2), so

p₁ = gZ,
(√3/2) p₁ + (1/2) p₂ = gA.

The second line gives p₂ = 2gA − √3 gZ. For an edge of unit length at angle x, T = (cos x, sin x), and

g(x) = gZ cos x + (2gA − √3 gZ) sin x.   (9)

Collecting the terms in gZ,

g(x) = 2gA sin x + 2gZ [(1/2) cos x − (√3/2) sin x],

and the bracket is sin(30° − x). This is (1) again.

Form (9) shows several properties at once. Differentiating it twice changes its sign, so

g + d²g/dx² = 0 for 0 < x < 30°.   (10)

The left side is the edge stiffness, the resistance of an edge to gentle bending. For the energy alone it vanishes, because bending within the sector merely rearranges segments whose energies are fixed. At finite temperature the entropy of their order, treated below, makes the stiffness positive.

For the equilibrium shape of a flake, (8) has a geometric meaning. That shape is the region left when, for each orientation, the plane is cut by a line perpendicular to the edge normal at a distance proportional to g. The normal is T turned by 90°. Turning p by the same angle gives a point whose projection on every such normal is g(x). All the lines of one sector therefore pass through a single point. Inside the window (2) this point is a corner of the flake. If (1) holds exactly and only energy counts, the slanted orientations share it and have no facet of their own. An interaction between segments that lowers a slanted edge below (1) can give it a facet, and at finite temperature the entropy of the order rounds the corner.

Near the zigzag direction (9) becomes, to first order in x in radians,

g ≈ gZ + (2gA − √3 gZ) x.

By (6) there are 2x/(√3 a) armchair units per length. Each one, acting as a kink in a zigzag edge, costs

(√3 a/2)(2gA − √3 gZ) = √3 a gA − (3/2) a gZ.   (11)

The first term is the energy of the armchair unit. The second is that of the zigzag edge it replaces, since the unit advances the edge by 3a/2. If (11) is negative, kinks form at a gain and the straight zigzag edge is unstable. This happens for gA/gZ < √3/2, the lower limit in (2). Near the armchair direction, with y = 30° − x,

g ≈ gA + (2gZ − √3 gA) y,

and the slope turns negative at the upper limit, gA/gZ = 2/√3.

**When the formula gives the lowest energy**

To show that (2) is also sufficient, allow facets along all twelve zigzag and armchair directions. As in a free sheet, all zigzag directions are taken to have the same energy gZ, and all armchair directions the same energy gA. Let facet i have length lᵢ, unit vector uᵢ and energy gᵢ per length, with Σ lᵢ uᵢ = T. If p · uᵢ ≤ gᵢ for every direction, then

Σ lᵢ gᵢ ≥ Σ lᵢ p · uᵢ = p · T,

and no faceting lies below (1). At 0° and 30° the condition holds as an equality. The next directions on either side give

at −30°: p · u = √3 gZ − gA, which is at most gA if gA/gZ ≥ √3/2;
at 60°: p · u = √3 gA − gZ, which is at most gZ if gA/gZ ≤ 2/√3.

Inside the window p itself points between 0° and 30°. The remaining directions of each kind lie farther from p, so their projections are no larger than those already treated.

Below the window, armchair facets at +30° and −30° are best. If their lengths per length of mean line are l₊ and l₋, the component along the zigzag direction requires

(l₊ + l₋) cos 30° = cos x,

so their energy is

g = (2/√3) gA cos x.   (12)

The bounding argument applies again, now with a vector of length 2gA/√3 along 0°. Its projection equals gA at ±30°, is below gZ at 0°, and is smaller elsewhere. Above the window the roles are exchanged, and zigzag facets at 0° and 60° give (2/√3) gZ cos(30° − x).

Strictly inside the window, (9) has a maximum between the two facets, where its derivative vanishes:

tan x = (2gA − √3 gZ)/gZ.   (13)

Beyond 30° the angle must first be folded back by symmetry. At x = 60°, for example, (1) would give √3 gA − gZ, although the edge is again zigzag. The folding assumes the full symmetry of a free sheet; a substrate can make edges with different outward directions unequal.

**Worked example: the (2,1) edge**

With the rough value a = 0.246 nm, the period is √7 a = 0.651 nm and tan x = √3/5, so x = 19.1°. The weights are

2 sin x = 0.6547,   2 sin(30° − x) = 0.3780.

For bare edges in vacuum take the rough values gA = 10 and gZ = 13 eV/nm. Then

g = 0.6547 × 10 + 0.3780 × 13 = 6.55 + 4.91 = 11.46 eV/nm,

or 7.46 eV per period. The ratio gA/gZ = 0.77 lies below the window. By (12), long armchair facets with the same mean direction would cost 10.91 eV/nm, which is 0.55 eV/nm less. Even the straight zigzag edge could go from 13 to 11.55 eV/nm in this way. This depends on the rough values: with gA = 10, a gZ of 11.55 eV/nm or a little less would put the ratio inside the window, and spin polarization lowers calculated zigzag energies toward that limit. Equation (1) remains the energy of the specified edge, but that edge is not the most stable one.

As a second case take round model parameters for an edge bound to a metal, gA = 5.5 and gZ = 5 eV/nm, not assigned to any particular metal. Now

g = 0.6547 × 5.5 + 0.3780 × 5 = 3.60 + 1.89 = 5.49 eV/nm.

The ratio 1.10 lies inside the window. If the metal leaves all zigzag directions equal in energy, and likewise all armchair directions, no zigzag or armchair faceting is cheaper. The maximum (13) lies at 25.1° and equals 5.52 eV/nm. The slanted edge thus costs slightly less than the maximum and about as much as an armchair edge.

**What each derivation assumes**

The first derivation assigns the energy of a long edge to units of atomic size. This is a strong assumption: in the (2,1) edge each zigzag unit stands alone between armchair units. In return, it names the atoms and allows the possible orders of the units to be counted.

The second needs only additivity. For facets much longer than the range of their interaction, each corner adds a fixed energy, whose share per length vanishes as the facets grow. The law is then a limit for long facets, whatever the atomic structure inside them. It cannot say how good the law is for short segments.

A simple electronic model gives an indication. Take one pi orbital per atom, hopping t between neighbours, and one electron per orbital. The energy of a periodic ribbon about 24a wide is found by numerical diagonalization. Subtracting the energy of the same atoms in an endless sheet and dividing by twice the period length gives the edge energy. The finite width shifts the values below by less than 0.001 t/a: in the limit of infinite width they rise by up to 0.0007 t/a, so the fourth digit is not converged. In that limit the differences of −3.0, −2.2 and −2.5 % quoted below become −2.9, −2.1 and −2.3 %, and the factor of about 2.4 becomes 2.45. The straight edges have 0.3855 t/a for zigzag and 0.3189 t/a for armchair. For the (2,1) edge,

from (1): 0.3545 t/a,
from the ribbon: 0.3440 t/a.

The ribbon value is 3.0 % below the additive one. For the (3,1) and (3,2) edges the differences are −2.2 % and −2.5 %. If the (2,1) direction is built instead from segments of four units each, the edge energy is 0.3501 t/a and the difference shrinks to −1.2 %. A fixed corner energy would have made it four times smaller; it fell by a factor of about 2.4. In this model, segments of one to four units still interact beyond a fixed cost per corner.

With a rough t = 2.7 eV, the (2,1) difference is −0.12 eV/nm (−0.11 eV/nm for infinite width), about 1 % of the bare edge energy above. This covers the pi electrons alone. Sigma bonds, relaxation, strain and spin polarization are left out, so it is an indication of size and not a correction to be applied.

The order of the units also matters at finite temperature. If all orders have equal energy, a long (2,1) edge with equal numbers of both units has an entropy of k ln 2 per unit, or

2 ln 2/(0.651 nm) = 2.13 k per nm.

At 1300 K, kT = 0.112 eV, and the free energy falls by 0.24 eV/nm. That is 2 % of g for the bare edge and 4 % for the metal model. The count admits only the two kinds of unit. Two successive steps a₂ replace a bonded pair by two single atoms, at a cost of a(2gZ − √3 gA). This is 2.1 eV for the bare edge and can be ignored, but only 0.12 eV, about kT, for the metal model, where such paths raise the lowering to 0.28 eV/nm, or 5 %. In the pi model the two orders examined differ by (0.3501 − 0.3440) × 2.7/0.246 ≈ 0.07 eV/nm, so equal energies are a fair first approximation there. For a period of four units of each kind, weighting all 70 orders by their pi energies gives a lowering, counted from the lowest order, nearly a fifth smaller than with equal energies. Vibrations are not included.

**Use for real edges**

The bare values are typical in size of calculated energies for unreconstructed edges in vacuum. During vapour growth on a metal at about 1300 K the edge atoms can bind to the metal. In the example, going from the bare to the metal parameters lowers g by 5.97 eV/nm; this amount is set by the chosen parameters and is not a prediction. Where the edge binds to the metal, gA and gZ in (1) must be those of the bound edges, not the bare values. A bare zigzag edge can also reconstruct into alternating pentagons and heptagons. If this lowers gZ to a rough 10 eV/nm, (1) gives 10.33 eV/nm, a change of −1.13 eV/nm. Since gA and gZ are then equal, the excess over 10 eV/nm comes from the extra segment length alone. Such a reconstruction needs pairs of adjacent zigzag units, so this value belongs to an edge with longer zigzag segments, not to one with single units. Finally, (1) concerns energy. The shape of a growing flake can instead be set by how fast each edge advances, which this formula does not give.
